Collapse threshold of the adiabatic polaron functional in two dimensions

A hole enters an indium oxide film only two or three oxygen layers thick. It can spread through the film, or distort the atoms around it and stay in the well it has made. Spreading lowers its kinetic energy; contraction strengthens the distortion. In a plane, both energies scale with the same power of the size of the state. What coupling makes contraction win, and what does that coupling say about trapping in a film made of atoms?

**1. From one site to the plane**

Let a fraction n_i of the hole sit on site i and displace a local coordinate x_i, with force F and spring constant k. In the adiabatic approximation the displacements are classical and static. The site energy is

−F x_i n_i + k x_i²/2.

Setting its derivative to zero gives x_i = F n_i/k. Substitution gives

−F² n_i²/k + F² n_i²/(2k) = −E_r n_i²,  E_r = F²/(2k).

E_r is the energy gained when the whole hole sits on one site.

Let the sites form a cubic lattice of spacing a, with hopping J between neighbours. In the lowest subband of a thin film the real amplitude on layer l at in-plane position r is a φ_l ψ(r), with Σφ_l² = 1. Normalization over the sites becomes ∫ψ² = 1, because Σa² → ∫d²r. If ψ varies slowly, an in-plane bond along x contributes J φ_l² a²(a ∂ψ/∂x)². Summing over layers and bonds gives J a²∫|∇ψ|². The relaxation energy becomes

−E_r Σφ_l⁴ a⁴ Σψ⁴ → −E_r a² (Σφ_l⁴) ∫ψ⁴.

Measured from the subband edge, the energy is therefore

E[ψ] = tT − (G/2)P,
T = ∫|∇ψ|²,  P = ∫ψ⁴,
t = Ja² = ħ²/(2m),  G = 2E_r a² Σφ_l⁴.

Both t and G are in eV nm², so G/t is a pure number.

**2. A first trial: one Gaussian**

Take ψ = exp(−r²/2s²)/(s√π). Since ∂ψ/∂r = −rψ/s² and the mean of r² is s²,

T = s²/s⁴ = 1/s².

The quartic integral is

P = [1/(π²s⁴)] (πs²/2) = 1/(2πs²).

Hence

E = (t − G/4π)/s².

No width is preferred. For G/t < 4π = 12.57 the Gaussian spreads; for G/t > 4π its energy falls without limit as s → 0. The true threshold can therefore be no higher than 12.57, but another shape may collapse sooner.

**3. Any shape, and other dimensions**

For a normalized ψ define ψ_ℓ(r) = ψ(r/ℓ)/ℓ, which is also normalized. The gradient brings 1/ℓ² after squaring, and ψ⁴ brings 1/ℓ⁴ against an area factor ℓ²:

E[ψ_ℓ] = (tT − GP/2)/ℓ².

One state of negative energy is thus enough to make E unbounded below. Letting ℓ → ∞ also shows that inf E ≤ 0.

The dimension matters. In d dimensions the same argument gives tT/ℓ² − GP/(2ℓᵈ). For d = 1 attraction wins at large ℓ and kinetic energy at small ℓ, so a given shape has its lowest energy at the finite width ℓ = 4tT/(GP). For d = 3 attraction wins at small ℓ for any G > 0, behind a barrier at ℓ = 3GP/(4tT). The plane lies between these cases and has a threshold in G/t.

To find it, drop the normalization, write M = ∫ψ², and set

W[ψ] = 2TM/P.

A change of amplitude by c multiplies T and M by c² and P by c⁴. A dilation leaves T fixed and multiplies M and P by ℓ². W is unchanged by both. A normalized state has negative energy when G/t > W[ψ], so the threshold is W* = inf W.

An elementary bound shows that W* is not zero. Integrating ∂(ψ²)/∂x from the left and from the right and averaging gives ψ²(x,y) ≤ ∫|ψ ∂ψ/∂x|dx, and likewise along y. Multiplying the two bounds and integrating,

P ≤ ∫|ψ ∂ψ/∂x|d²r · ∫|ψ ∂ψ/∂y|d²r ≤ M√(T_x T_y) ≤ MT/2,

where T_x + T_y = T. Therefore W* ≥ 4. With the Gaussian, 4 ≤ W* ≤ 12.57.

**4. A best shape exists**

By the last bound, P is continuous when T and M of a difference tend to zero. Smooth functions of bounded support therefore suffice for finding the infimum. Replace ψ by |ψ|, which changes none of the integrals. Let A(h) be the area where |ψ| > h. Then

M = ∫2hA dh,  P = ∫4h³A dh.

Rearrange the values into a radial decreasing function with the same A(h). M and P stay fixed. For almost every h the level line is regular, and

T = ∫dh ∮|∇ψ|ds,  −A′(h) = ∮ds/|∇ψ|,

where A′ is the ordinary derivative; flat regions add jumps to A but nothing to T. If L is the length of the level line, the Cauchy–Schwarz and isoperimetric inequalities give

∮|∇ψ|ds ≥ L²/(−A′) ≥ 4πA/(−A′).

Both become equalities for the radial function. Rearrangement therefore does not raise T, and a minimizing sequence may be taken radial and decreasing. Amplitude and dilation are used to set T = M = 1.

Three bounds now control the sequence. A decreasing function obeys πr²ψ(r)² ≤ M = 1, so

∫_{r>R}ψ⁴ ≤ 1/(πR²).

For r < s, the Cauchy–Schwarz inequality gives

|ψ(r) − ψ(s)| ≤ (∫ψ′²u du)^½ (∫_r^s du/u)^½ ≤ [ln(s/r)/2π]^½.

This makes the sequence equicontinuous away from the origin. With s = 1 it also gives ψ(r) ≤ 1/√π + [ln(1/r)/2π]^½ for r < 1, whose fourth power is integrable at the origin. A subsequence thus converges to some f, uniformly on every ring δ ≤ r ≤ R, and the integrals P converge to P[f]. Since P = 2/W along the sequence, P[f] = 2/W* > 0 and f is not zero.

In the limit T and M can only fall: M by Fatou's lemma, T because a weak limit has no larger norm. Thus W[f] ≤ 2/P[f] = W*. As W* is the infimum, equality holds and T[f] = M[f] = 1.

**5. Its equation and its norm**

Let f → f + εη, with η smooth and of bounded support. To first order,

δT = −2ε∫ηΔf,  δM = 2ε∫ηf,  δP = 4ε∫ηf³.

Since ln W = ln 2 + ln T + ln M − ln P is stationary,

−2Δf/T + 2f/M − 4f³/P = 0.

With T = M = 1 this is Δf − f + (2/P)f³ = 0. Put Q = f√(2/P):

ΔQ − Q + Q³ = 0.

The norm of Q is the threshold itself:

N = ∫Q² = (2/P)·1 = W*.

Q is regular at the origin: a term c/r in Q′ would make T infinite, and the logarithmic bound on f makes the remaining part of Q′ vanish there. Q is also positive, because at a zero of a non-negative function the slope vanishes too, and the differential equation would then give Q = 0 everywhere.

Two identities hold for any positive decaying radial solution. Multiplying by Q and integrating gives −T − M + P = 0. For the second, write ΔQ = (rQ′)′/r and multiply by r²Q′:

rQ′(rQ′)′ + r²(−Q²/2 + Q⁴/4)′ = 0.

The first term integrates to ½(rQ′)² between the ends, which is zero. Integrating the second by parts gives

∫(rQ² − rQ⁴/2)dr = 0.

Thus P = 2M, then T = M, and W = 2M·M/(2M) = M. Each such solution has a W equal to its own norm. The numerical solution gives T = 11.70090 and P = 23.40179 for N = 11.70090, in agreement with both identities.

**6. The number**

Which starting height b = Q(0) gives a decaying solution? Consider

e(r) = Q′²/2 − Q²/2 + Q⁴/4.

The radial equation gives e′ = −Q′²/r ≤ 0. A decaying solution ends with e = 0, so it must start with e(0) = −b²/2 + b⁴/4 > 0, or b² > 2. Now write Q(r) = b f(x), with x = br, f a new profile with f(0) = 1, and μ = 1/b². Division by b³ gives

f″ + f′/x − μf + f³ = 0,  0 < μ < 1/2.

The infinite range of heights has become a finite interval. For small μ the profile crosses zero; for large μ it turns upward while still positive. A nodeless decaying solution separates the two behaviours. Among 130 equally spaced values from μ = 0 to 0.499 there is one change of behaviour. Refinement places it at μ = 0.20545, or b = 2.2062, and gives

N = 11.7009.

That this is the sole solution is numerical evidence, not proof: the scan could miss two changes within one spacing, or one in the last 0.001 before μ = 1/2. A missed solution could matter only by having a smaller norm.

A separate minimization of W, using seven Gaussians with exponents 0.08 × 2.2ᵏ, k = 0 to 6, also gives 11.7009 without using the equation for Q. Among 60 random sums of three off-centre elliptical Gaussians the lowest W is 12.54; among 40 states made by adding a small off-centre lump to Q it is 11.70093. None lies below N. The single Gaussian overestimates the threshold by 7.4% of N.

**7. The three regimes**

Since W ≥ N, every normalized state obeys P ≤ 2T/N, and so

E ≥ (t − G/N)T.

The trial state ψ = Q(r/ℓ)/(ℓ√N) has T = 1/ℓ² and P = 2/(Nℓ²). For it the bound is an equality:

E = (t − G/N)/ℓ².

The continuum functional therefore has three regimes:

- G/t < N: inf E = 0, approached by spreading. It is not attained, since a normalized state in the plane has T > 0.
- G/t = N: inf E = 0, attained by the trial state at every ℓ.
- G/t > N: E → −∞ as ℓ → 0.

At threshold there is no preferred size. Just above it there is still no polaron of finite radius: some physics outside the functional must stop the collapse.

**8. Two generalizations**

If the mass is anisotropic, tT becomes ∫[t_x(∂ψ/∂x)² + t_y(∂ψ/∂y)²]. Let τ = √(t_x t_y), x = x′√(t_x/τ) and y = y′√(t_y/τ). The area element is unchanged, because √(t_x t_y)/τ = 1, and both gradient terms acquire the coefficient τ. Hence

G_c = N√(t_x t_y).

For t_x = t_y the earlier result returns. With a mass ratio of 2 and the mean of t_x and t_y held fixed, G_c divided by that mean is 11.03, which is 5.7% below N.

A thick polar insulator beneath the film adds a long-range attraction, which at large distances has the form −C∬ψ²(r)ψ²(r′)/|r − r′|, with C > 0. It scales as 1/ℓ. At large ℓ it outweighs the 1/ℓ² terms, so a broad bound state can exist even for G/t < N. It does not cause collapse there. In polar coordinates about any point, integration by parts gives

∫ψ²/r d²r = −2∫ψ ∂ψ/∂r d²r ≤ 2√(MT).

For a normalized state E ≥ (t − G/N)T − 2C√T, which is bounded below when G/t < N. Above N the local terms still collapse. The ratio N thus remains the boundary of collapse, but no longer that of binding.

**9. What the lattice changes**

On a lattice Σn_i² ≤ 1, and the kinetic energy measured from the band edge is not negative. Therefore E ≥ −E_r, and the collapse stops near one site.

For a single layer set g = 2E_r = G/a², so that g/J = G/t. A hole on one site has energy 4J − g/2, which is negative for g/J > 8. Letting the state relax on an 11 × 11 patch, starting from one site, lowers this to g/J = 6.68, with 86.5% of the hole still on the central site. This search gives an upper estimate of the lattice threshold, already well below N. In this model the compact polaron becomes favourable before the continuum functional collapses.

What, then, happens at N? For broad states the continuum still holds, and (t − G/N)T is positive for G/t < N. A spread-out hole must pay energy before it can become compact. With the layer profile φ held fixed, the lattice kinetic energy along one axis, 2J(1 − cos ka) ≈ J(k²a² − k⁴a⁴/12), supplies the first correction. It is negative and scales as 1/ℓ⁴. Along the Q-shaped states, keeping this correction alone,

E(ℓ) ≈ ε/ℓ² − B/ℓ⁴,  ε = t − G/N,  B > 0.

For ε > 0 the derivative vanishes at ℓ² = 2B/ε, where E = ε/(2ℓ²). This is a barrier, and its height ε²/(4B) vanishes as G/t → N. For ε < 0 both terms are negative. On the lattice N thus marks the loss of the barrier for broad states, not the onset of trapping.

**10. Two oxide films in numbers**

Take a hole mass of 5 m_e, a = 0.30 nm and E_r = 1.20 eV, all rough values for an oxide valence band. Then t = 0.00762 eV nm² and J = 0.00762/0.09 = 0.0847 eV. The critical coupling is Nt = 0.0892 eV nm².

Two layers have φ = (1, 1)/√2 and Σφ⁴ = 1/2:

G = 2 × 1.20 × 0.09 × 0.5 = 0.108 eV nm²,  G/t = 14.2.

Three layers have φ = (1/2, 1/√2, 1/2) and Σφ⁴ = 3/8. Then G = 0.081 eV nm² and G/t = 10.6. With the other inputs fixed, one added layer moves the film across the continuum threshold. For two layers the critical relaxation energy is 0.99 eV.

In the two-layer continuum, E = −1.1 meV at ℓ = 1.2 nm, −4.5 meV at 0.6 nm and −17.9 meV at 0.3 nm, a factor of four for each halving. The compact state on the layered lattice, free to choose its depth, has energy −0.79 eV. The continuum formula would need ℓ = 0.045 nm to reach this, far less than the site spacing. It describes the instability of the broad state but not the trapped hole.

The three-layer film also has a compact state, at −0.76 eV. Both films trap the hole in this model, although they lie on opposite sides of N. They differ in the barrier. With φ fixed, the sampled Q states of the two-layer film have negative energy at all 45 widths tried, from 0.12 to 2.10 nm. In the three-layer film they meet a barrier of 0.95 meV at ℓ = 0.61 nm. The estimate of section 9 gives

ε/(2ℓ²) = (0.007620 − 0.081/11.7009)/(2 × 0.61²) eV ≈ 0.94 meV.

The widths were sampled in steps of about 7%, so the agreement should not be read more finely than that. Nor need φ stay fixed. Where the hole is densest it can gather in the middle layer, which lowers the energy by a further term in 1/ℓ⁴. With this freedom the model's barrier falls to about 0.4 meV, so 0.95 meV is only an upper estimate.

**11. Beside a real film**

Amorphous indium oxide can be made as a transistor channel about a nanometre thick, so films this thin are a real case. Heavy holes in oxygen 2p bands and relaxation energies near 1 eV are plausible magnitudes, but the inputs are not measurements on a particular film. The regular lattice with one orbital per site is a serious simplification. With φ fixed, random site energies with a rough standard deviation of 0.10 eV shift the energy of the state at the barrier top by 12 meV (standard deviation), 13 times the height of that barrier. At 300 K, kT is 26 meV. The barrier would not protect a free hole in such a film.

The adiabatic assumption is also weak. For a rough phonon quantum of 50 meV, J is only 1.7 times as large, and at the top of the barrier found with φ fixed the kinetic energy t/ℓ² is about 20 meV, less than one quantum. Static displacements are then a poor description of the broad state, and the millielectronvolt barrier is a property of the model alone. Polarization beyond the hole's own site may also matter. In a bulk oxide with rough relative permittivities of 4 (fast) and 9 (static), the slow polarization farther than a from a point hole lowers the energy by 0.33 eV. In a thin film much of the field lies outside the oxide, so the value will differ and depends on the surroundings. Part of it may already be contained in a fitted E_r, so it should not simply be added.

Against heat and disorder the compact state is less delicate. Its depth of about 0.8 eV is some 30 kT at 300 K and eight times the assumed disorder. That depth does depend on the rough inputs: with a hole mass of 2 m_e and E_r = 0.80 eV, the same search in the three-layer model finds no compact state of negative energy. Whether a real film traps holes should therefore be judged from the energy of the compact state, computed with the actual atomic structure, and not from whether G/t exceeds 11.70. The remaining intermediate values are in the numerical output.

Computed results

```
Q(0) = 2.206201 (dimensionless)
N = int Q^2 = 11.70090 (dimensionless)
int |grad Q|^2 = 11.70090, int Q^4 = 23.40179 (dimensionless)
rms radius of Q^2 = 1.0897 (units of ell)
changes of behaviour in shooting scan = 1 (130 points)
mu = 1/Q(0)^2 = 0.20545 (dimensionless)
threshold from 7-Gaussian minimization = 11.70090
threshold from one Gaussian = 12.56637
lowest W, 60 random nonradial states = 12.5411
lowest W, 40 perturbed Q states = 11.70093
threshold G/mean t, mass ratio 2 = 11.0317
single-layer lattice threshold g/J = 6.6791
largest site weight at lattice threshold = 0.865
input hole mass = 5.0 m_e (rough)
input site spacing a = 0.30 nm (rough)
input one-site relaxation energy E_r = 1.20 eV (rough)
t = 0.007620 eV nm^2
J = t/a^2 = 0.08467 eV
critical G = N t = 0.08916 eV nm^2
2 layers: sum phi^4 = 0.5000
2 layers: G = 0.10800 eV nm^2
2 layers: G/t = 14.173
2 layers: small-polaron energy = -0.7917 eV
3 layers: sum phi^4 = 0.3750
3 layers: G = 0.08100 eV nm^2
3 layers: G/t = 10.630
3 layers: small-polaron energy = -0.7597 eV
2 layers: critical E_r in continuum = 0.9907 eV
2 layers: continuum energy at ell = 1.2 nm: -1.118 meV
2 layers: continuum energy at ell = 0.6 nm: -4.472 meV
2 layers: continuum energy at ell = 0.3 nm: -17.890 meV
2 layers: ell giving the small-polaron energy = 0.0451 nm
2 layers: highest energy on lattice Q family = -0.372 meV
range of ell on lattice Q family = 0.12 to 2.10 nm
3 layers: barrier on lattice Q family = 0.952 meV
3 layers: ell at barrier top = 0.610 nm
input site disorder = 0.10 eV (rough standard deviation)
disorder spread at barrier top = 12.45 meV
input temperature = 300 K; kT = 25.85 meV
thermal band states per in-plane site = 0.0253
input phonon quantum = 0.050 eV (rough); J/quantum = 1.69
input permittivities = 4.0 fast, 9.0 static (rough)
polarization energy beyond a = 0.3333 eV
```
